\section*{Coulomb phases of neighbouring partial waves from a ladder operator, part 1}

(Sections cited here and not found follow in the second part.)

\subsection*{Setting}

An electron of energy $E=k^2/2>0$ moves without relativity in the field of a fixed nucleus of charge $Z$. Hartree atomic units are used. With $\psi=r^{-1}u(r)Y_{lm}$ the Schr\"odinger equation is $H_lu=Eu$, where
\begin{equation}
H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac{Z}{r}.
\end{equation}
Put $\rho=kr$, so that $d/dr=k\,d/d\rho$, and divide by $k^2/2$. The Coulomb term becomes $-2Z/(k^2r)=-2Z/(k\rho)$. With $\eta=-Z/k$,
\begin{equation}
h_lu=u,\qquad h_l=\frac{2}{k^2}H_l=-\frac{d^2}{d\rho^2}+V_l,\qquad V_l=\frac{2\eta}{\rho}+\frac{l(l+1)}{\rho^2}.
\label{radial}
\end{equation}
Attraction is $\eta<0$ and repulsion is $\eta>0$; every part holds for any real $\eta$. A prime means $d/d\rho$. The task is to relate the phases of the regular solutions for $l-1$ and $l$ at large distance, using first-order operators and the limiting forms of the solutions, and no special functions.

\subsection*{(a) Factorisation}

\emph{Let $l\ge1$, $B=-d/d\rho+S(\rho)$ and $B^\dagger=d/d\rho+S(\rho)$ with $S$ real. Find $S$ and a constant $\epsilon$ such that $B^\dagger B=h_{l-1}+\epsilon$ and $BB^\dagger=h_l+\epsilon$. What does $B$ do to a solution of $h_{l-1}u=u$? Can it give zero?}

\textbf{Solution.} Acting on a smooth function $f$,
\begin{align}
B^\dagger Bf&=(-f'+Sf)'+S(-f'+Sf)=-f''+(S^2+S')f,\\
BB^\dagger f&=-(f'+Sf)'+S(f'+Sf)=-f''+(S^2-S')f,
\end{align}
because the terms $\pm Sf'$ cancel in each line. The difference of the two required identities is
\begin{equation}
-2S'=V_l-V_{l-1}=\frac{l(l+1)-(l-1)l}{\rho^2}=\frac{2l}{\rho^2},
\end{equation}
so $S=l/\rho+b$ with a constant $b$. Then
\begin{equation}
S^2+S'=\frac{l^2-l}{\rho^2}+\frac{2lb}{\rho}+b^2,
\label{S2}
\end{equation}
and this equals $V_{l-1}+\epsilon$ if and only if $lb=\eta$ and $\epsilon=b^2$. Therefore
\begin{equation}
S_l=\frac{l}{\rho}+\frac{\eta}{l},\qquad B^\dagger B=h_{l-1}+\frac{\eta^2}{l^2},\qquad BB^\dagger=h_l+\frac{\eta^2}{l^2}.
\end{equation}
The dagger marks the formal adjoint only. Continuum functions are not square integrable, and $B$, $B^\dagger$ are used purely as differential operators.

The product $BB^\dagger B$ can be bracketed in two ways, $(h_l+\epsilon)B=B(h_{l-1}+\epsilon)$, which gives $h_lB=Bh_{l-1}$. If $h_{l-1}u=u$, then $h_l(Bu)=Bu$: the operator raises $l$ by one at the same energy. Moreover
\begin{equation}
B^\dagger(Bu)=R_l^2\,u,\qquad R_l=\sqrt{1+\eta^2/l^2}\ \ge1,
\label{R}
\end{equation}
so $Bu=0$ would force $u=0$. No continuum solution is annihilated.

In terms of $r$, $B=k^{-1}(-d/dr+l/r-Z/l)=\sqrt2A/k$, which defines $A$, and multiplying $B^\dagger B$ by $k^2/2$ gives $A^\dagger A=H_{l-1}+Z^2/(2l^2)$. The pair $A^\dagger A$, $AA^\dagger$ are supersymmetric partners. The equation $Au=0$ reads $u'/u=l/r-Z/l$ with the derivative taken in $r$, and is solved by $r^le^{-Zr/l}$. For $Z>0$ this is the nodeless bound state of $H_{l-1}$ at energy $-Z^2/(2l^2)$, which has no partner in $H_l$. The factor $R_l$ measures the distance from that energy,
\begin{equation}
E\,R_l^2=\frac{k^2}{2}+\frac{Z^2}{2l^2}=E+\frac{Z^2}{2l^2}.
\label{ER}
\end{equation}

Equation (\ref{S2}) also shows where the method ends. If $2\eta/\rho$ is replaced by a general potential $U(\rho)$, the same for both $l$, the difference condition still forces $S=l/\rho+b$, and (\ref{S2}) then demands $U=2lb/\rho+\text{const}$. A factorisation with $B=-d/d\rho+S$ that changes $l$ by one at fixed energy and fixed potential therefore exists only for a pure $1/r$ potential plus a constant, the free particle $b=0$ included. The potential of a screened ion is not of this form, and the construction fails for it.

\subsection*{(b) Value and slope at large distance}

\emph{Let $u$ be any real, non-zero solution of (\ref{radial}). Write $u=A\sin\phi$, $u'=A\cos\phi$ with $A>0$ and $\phi$ continuous. Find the equations for $\phi$ and $A$, and from them the forms of $u$ and $u'$ for $\rho\to\infty$, with the first correction to $\phi$. How does $\phi$ behave at the nodes of $u$?}

\textbf{Solution.} The ladder operator contains $u'$, and the derivative of an error term that is small need not be small, so value and slope are treated together. If $u$ and $u'$ vanished at the same point $\rho>0$, uniqueness for the second-order equation would give $u\equiv0$. Hence $A=\sqrt{u^2+u'^2}>0$ and $\phi$ is defined. These are the Pr\"ufer variables. Write $V=V_l$, $\lambda=l(l+1)$. Differentiating both definitions and using $u''=(V-1)u$,
\begin{align}
A'\sin\phi+A\phi'\cos\phi&=A\cos\phi,\\
A'\cos\phi-A\phi'\sin\phi&=(V-1)A\sin\phi.
\end{align}
The first line times $\cos\phi$ minus the second times $\sin\phi$ isolates $\phi'$; the first times $\sin\phi$ plus the second times $\cos\phi$ isolates $A'$:
\begin{equation}
\phi'=1-V\sin^2\phi,\qquad(\ln A)'=V\sin\phi\cos\phi=\tfrac12V\sin2\phi.
\label{prufer}
\end{equation}

\emph{Phase.} With $2\sin^2\phi=1-\cos2\phi$ in the Coulomb term,
\begin{equation}
\phi'=1-\frac{\eta}{\rho}+\frac{\eta\cos2\phi}{\rho}-\frac{\lambda\sin^2\phi}{\rho^2}.
\end{equation}
The third term falls only as $1/\rho$ but oscillates. Multiply it by $1=\phi'+V\sin^2\phi$, which is (\ref{prufer}), and use $\left(\sin2\phi/2\rho\right)'=\phi'\cos2\phi/\rho-\sin2\phi/2\rho^2$:
\begin{equation}
\frac{\cos2\phi}{\rho}=\left(\frac{\sin2\phi}{2\rho}\right)'+\frac{\sin2\phi}{2\rho^2}+\frac{V\sin^2\phi\cos2\phi}{\rho}.
\label{parts}
\end{equation}
Define $\Theta(\rho)=\rho-\eta\ln2\rho$, with $\Theta'=1-\eta/\rho$ (the factor 2 in the logarithm is a convention that shifts all phases by one constant), and $\chi=\phi-\Theta-\eta\sin2\phi/(2\rho)$. Then
\begin{equation}
\chi'=g,\qquad g=\frac{\eta\sin2\phi}{2\rho^2}+\frac{\eta V\sin^2\phi\cos2\phi}{\rho}-\frac{\lambda\sin^2\phi}{\rho^2}.
\end{equation}
For $\rho\ge1$ one has $|V|\le(2|\eta|+\lambda)/\rho$, so $|g|\le K/\rho^2$ with $K=|\eta|/2+|\eta|(2|\eta|+\lambda)+\lambda$. The integral of $g$ converges, $\chi$ has a limit $\delta$, and $|\chi-\delta|\le\int_\rho^\infty K\,ds/s^2=K/\rho$. Thus $\phi=\Theta+\delta+O(1/\rho)$.

The $1/\rho$ term follows by separating the non-oscillating part of $g$. Since $\sin^2\phi\cos2\phi=\frac12\cos2\phi-\frac14-\frac14\cos4\phi$ and $V=2\eta/\rho+O(\rho^{-2})$,
\begin{equation}
g=-\frac{\eta^2+\lambda}{2\rho^2}+\frac{\text{terms in }\sin2\phi,\ \cos2\phi,\ \cos4\phi}{\rho^2}+O(\rho^{-3}).
\end{equation}
The step used in (\ref{parts}), applied with $1/\rho^2$ in place of $1/\rho$, turns each oscillating term into the derivative of an $O(\rho^{-2})$ quantity plus $O(\rho^{-3})$, so these terms add only $O(\rho^{-2})$ to the integral. From $\chi-\delta=-\int_\rho^\infty g\,ds$,
\begin{equation}
\phi=\Theta+\delta+\frac{\eta^2+\lambda+\eta\sin2\phi}{2\rho}+O(\rho^{-2}).
\label{first}
\end{equation}
The limiting form is therefore reached only for $\rho\gg\eta^2+l(l+1)+|\eta|$.

\emph{Amplitude.} Here $(\ln A)'=\eta\sin2\phi/\rho+\lambda\sin2\phi/2\rho^2$. The same device, with $\left(-\cos2\phi/2\rho\right)'=\phi'\sin2\phi/\rho+\cos2\phi/2\rho^2$, gives
\begin{equation}
\frac{\sin2\phi}{\rho}=\left(-\frac{\cos2\phi}{2\rho}\right)'-\frac{\cos2\phi}{2\rho^2}+\frac{V\sin^2\phi\sin2\phi}{\rho}.
\end{equation}
So $\ln A+\eta\cos2\phi/(2\rho)$ has a derivative $O(\rho^{-2})$ and a finite limit. A finite limit of $\ln A$ means $A\to A_\infty$ with $0<A_\infty<\infty$, and $A=A_\infty+O(1/\rho)$. Together,
\begin{equation}
u=A_\infty\sin(\Theta+\delta)+O(1/\rho),\qquad u'=A_\infty\cos(\Theta+\delta)+O(1/\rho).
\label{asym}
\end{equation}
The logarithm is the mark of the long range of the potential. For attraction the local wave number $\Theta'=1+|\eta|/\rho$ exceeds its value at infinity, and the excess phase grows without bound.

\emph{Nodes.} At a node $\phi$ is a multiple of $\pi$, and (\ref{prufer}) gives $\phi'=1$ there. So $\phi$ passes multiples of $\pi$ only upward, each at most once, and since $\phi\to\infty$ it passes every multiple above its starting value.

\subsection*{(c) The ladder at infinity}

\emph{Let $u$ be a real solution of $h_{l-1}u=u$ with $A_\infty=1$ and phase $\delta$. Find the amplitude and phase of $Bu$. How much does this say about the regular solutions?}

\textbf{Solution.} At large $\rho$, $S_l=\eta/l+O(1/\rho)$. The constant survives, and it is the only trace of the Coulomb field in $B$. With (\ref{asym}) and $\vartheta=\Theta+\delta$,
\begin{equation}
Bu=-\cos\vartheta+\frac{\eta}{l}\sin\vartheta+O(1/\rho).
\end{equation}
Let $\alpha_l=\arctan(\eta/l)$ on the principal branch, $-\pi/2<\alpha_l<\pi/2$. Its cosine is positive, so $\cos\alpha_l=(1+\tan^2\alpha_l)^{-1/2}=1/R_l$ and $\sin\alpha_l=\eta/(lR_l)$. Then
\begin{align}
-\cos\vartheta+\frac{\eta}{l}\sin\vartheta&=-R_l\left(\cos\vartheta\cos\alpha_l-\sin\vartheta\sin\alpha_l\right)\nonumber\\
&=-R_l\cos(\vartheta+\alpha_l)=R_l\sin\!\left(\vartheta+\alpha_l-\frac{\pi}{2}\right).
\end{align}
By (a), $Bu$ is a non-zero solution for $l$, so by (b) it has its own amplitude $\tilde A$ and phase $\tilde\delta$, with the same $\Theta$ because $\Theta$ does not depend on $l$. The difference of the two descriptions,
\begin{equation}
\tilde A\sin(\Theta+\tilde\delta)-R_l\sin(\Theta+\delta+\alpha_l-\pi/2)=p\sin\Theta+q\cos\Theta,
\end{equation}
has constant coefficients $p$, $q$ and tends to zero. As $\Theta$ is continuous and unbounded, it takes the values $2\pi n$ and $2\pi n+\pi/2$ for all large $n$, which gives $q=0$ and $p=0$. The conditions $p=q=0$ say that $\tilde Ae^{i\tilde\delta}=R_le^{i(\delta+\alpha_l-\pi/2)}$, hence
\begin{equation}
\tilde A=R_l,\qquad\tilde\delta=\delta+\alpha_l-\frac{\pi}{2}\pmod{2\pi}.
\label{shift}
\end{equation}
The $-\pi/2$ comes from $-d/d\rho$, which turns a sine into minus a cosine, and $\alpha_l$ from its competition with the constant $\eta/l$.

Regularity was never used, so (\ref{shift}) holds for every real solution. A complex form follows. The map from the two-dimensional space of real solutions to the pair $(A_\infty\cos\delta,A_\infty\sin\delta)$, the coefficients of $\sin\Theta$ and $\cos\Theta$, is linear, and it is one-to-one because $A_\infty>0$ for non-zero solutions. So there is exactly one solution for each limiting form, and in particular one outgoing solution $w_l\to e^{i\Theta}$. Applying (\ref{shift}) to its real and imaginary parts gives $Bw_{l-1}\to R_le^{i(\alpha_l-\pi/2)}e^{i\Theta}$, and by uniqueness, at every $\rho$,
\begin{equation}
Bw_{l-1}=R_l(\sin\alpha_l-i\cos\alpha_l)\,w_l=\left(\frac{\eta}{l}-i\right)w_l.
\end{equation}

The forms at infinity cannot tell which solution is regular at the origin; that $B$ carries the regular solution into the regular solution has to be shown there. Granted that much, $Bu$ is a real multiple $c$ of a regular solution of unit amplitude, and (\ref{shift}) gives $|c|=R_l$. The sign of $c$ stays open, and a sign is a phase $\pi$. From infinity alone the phases of the regular solutions are related modulo $\pi$.

\subsection*{(d) The ladder at the origin}

\emph{Construct the solution that behaves as $\rho^{L+1}$ at the origin. Let $F_L$ be its multiple with $A_\infty=1$ that is positive near the origin, $F_L\approx C_L\rho^{L+1}$ with $C_L>0$. Find $BF_{l-1}$, $B^\dagger F_l$ and $C_l/C_{l-1}$.}

\textbf{Solution.} Insert $u=\sum_{n\ge0}a_n\rho^{L+1+n}$, $a_0=1$, into $u''-L(L+1)u/\rho^2=2\eta u/\rho-u$. The coefficient of $\rho^{L-1+n}$ on the left is $[(L+n+1)(L+n)-L(L+1)]a_n=n(n+2L+1)a_n$, so
\begin{equation}
n(n+2L+1)\,a_n=2\eta\,a_{n-1}-a_{n-2},\qquad a_{-1}=0.
\end{equation}
The series converges for every $\rho$. With $t_n=|a_n|\rho^n$ the recurrence gives $t_n\le(2|\eta|\rho\,t_{n-1}+\rho^2t_{n-2})/n^2$, and once $n^2>4(2|\eta|\rho+\rho^2)$ this is at most $\frac14\max(t_{n-1},t_{n-2})$, a geometric decay. It may therefore be differentiated term by term. For $L=l-1$,
\begin{equation}
a_1=\frac{2\eta}{2l}=\frac{\eta}{l},\qquad a_2=\frac{2\eta^2/l-1}{2(2l+1)}.
\end{equation}
On a single power, $B\rho^{l+n}=-(l+n)\rho^{l+n-1}+l\rho^{l+n-1}+(\eta/l)\rho^{l+n}=-n\rho^{l+n-1}+(\eta/l)\rho^{l+n}$. The $n=0$ term yields no $\rho^{l-1}$, and collecting powers,
\begin{equation}
Bu=\left(\frac{\eta}{l}-a_1\right)\rho^l+\left(\frac{\eta}{l}a_1-2a_2\right)\rho^{l+1}+O(\rho^{l+2}).
\end{equation}
The first bracket vanishes. The second is
\begin{equation}
\frac{\eta^2}{l^2}-\frac{2\eta^2/l-1}{2l+1}=\frac{(2l+1)\eta^2-2l\eta^2+l^2}{l^2(2l+1)}=\frac{R_l^2}{2l+1}>0.
\end{equation}
So $Bu$ is a solution for $l$ given by a power series that starts at $\rho^{l+1}$. Its Wronskian with $F_l$, $W=F_l(Bu)'-F_l'Bu$, is constant, since $W'=F_l(V_l-1)Bu-(V_l-1)F_lBu=0$, and it is $O(\rho^{2l+1})$ at the origin, so $W=0$ and the two functions are proportional. Thus $BF_{l-1}=cF_l$, and the leading coefficients give $cC_l=C_{l-1}R_l^2/(2l+1)$, so $c>0$. Part (c) gave $|c|=R_l$. Applying $B^\dagger$ and using (\ref{R}), $R_l^2F_{l-1}=cB^\dagger F_l$. The results are
\begin{equation}
BF_{l-1}=R_lF_l,\qquad B^\dagger F_l=R_lF_{l-1},\qquad\frac{C_l}{C_{l-1}}=\frac{R_l}{2l+1}.
\label{ladder}
\end{equation}
With the sign known, $F_l$ has the phase of $BF_{l-1}$, and (\ref{shift}) relates the regular solutions modulo $2\pi$.

The ladder operator $B$ carries the regular solution for $l-1$ into $R_l$ times the regular solution for $l$, which fixes the difference of their phases modulo $2\pi$. It remains to find the missing multiple of $2\pi$ by counting nodes, to draw the consequences, and to test them on a continuum electron of hydrogen.
